# Davis's Stress Law for Energetic Film Deposition, Derived Twice: verification in Python

```python
"""Davis law for stress in films grown under energetic bombardment.

Result under test:
  c = a sqrt(E) / (R/j + kappa E^(5/3)),  stress = -Y eta c / (3 (1 - nu))
E: ion energy; j: ion flux; R: net flux of incorporated atoms;
c: defects per atom; a sqrt(E): defects made per ion;
kappa E^(5/3): activated jumps per thermal spike;
Y, nu: Young's modulus and Poisson's ratio; eta: relaxation volume of a
defect in atomic volumes. Units: eV, nm, ps, GPa.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma

# Round model parameters
N = 50.0            # atoms per nm^3
DEPTH = 0.2         # thickness of the production layer, nm
COST = 400.0        # deposited energy per surviving defect, eV
BARRIER = 3.0       # activation energy for removal, eV
ATTEMPT = 10.0      # attempt frequency, 1/ps
DIFF = 2.0          # thermal diffusivity, nm^2/ps
YOUNG, POISSON, ETA = 100.0, 0.25, 1.0
E_REF = 100.0       # energy where sqrt(E) production is matched, eV

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # eV nm
BOHR = const.physical_constants["Bohr radius"][0] * 1e9   # nm

# ---------- classical scattering and nuclear stopping ----------
node, weight = np.polynomial.legendre.leggauss(64)
PHI, W_PHI = (node + 1) * np.pi / 4, weight * np.pi / 4
node_r, weight_r = np.polynomial.legendre.leggauss(240)


def deflection(r0, e_cm, pot):
    """Impact parameter and deflection angle for closest approach r0."""
    u = np.sin(PHI)[None, :]
    head = 1 - pot(r0) / e_cm
    radial = 1 - pot(r0[:, None] / u) / e_cm - head[:, None] * u**2
    integral = np.sum(W_PHI * np.cos(PHI) / np.sqrt(radial), axis=1)
    b = r0 * np.sqrt(head)
    return b, np.pi - 2 * b / r0 * integral


def stopping(energy, pot, dpot):
    """Nuclear stopping cross section for equal masses, eV nm^2."""
    e_cm = energy / 2
    r_min = brentq(lambda r: pot(r) - e_cm, 1e-4, 5.0, xtol=1e-15)
    lo, hi = np.log(r_min), np.log(5.0)
    r0 = np.exp(lo + (node_r + 1) * (hi - lo) / 2)
    w = weight_r * (hi - lo) / 2 * r0
    _, theta = deflection(r0, e_cm, pot)
    db2 = 2 * r0 * (1 - pot(r0) / e_cm) - r0**2 * dpot(r0) / e_cm
    return np.pi * np.sum(w * energy * np.sin(theta / 2)**2 * db2)


def screened(z):
    """Universal screened Coulomb potential of two like atoms."""
    length = 0.8854 * BOHR / (2 * z**0.23)
    amp = np.array([0.1818, 0.5099, 0.2802, 0.02817])
    dec = np.array([3.2, 0.9423, 0.4029, 0.2016]) / length

    def pot(r):
        return z**2 * COULOMB / r * sum(
            p * np.exp(-q * r) for p, q in zip(amp, dec))

    def dpot(r):
        return -z**2 * COULOMB / r * sum(
            p * (q + 1 / r) * np.exp(-q * r) for p, q in zip(amp, dec))
    return pot, dpot


# deflection integral against the known Coulomb result
r_test = np.array([0.05, 0.1, 0.4])
b_test, th_test = deflection(r_test, 50.0, lambda r: COULOMB / r)
assert np.allclose(th_test, 2 * np.arctan(COULOMB / (100.0 * b_test)),
                   atol=1e-7)

# stopping exponent 1 - 2/s for inverse-power repulsion r^-s
power_slope = {}
for s in (3, 4, 6):
    def pot_s(r, s=s):
        return 50.0 * (0.1 / r)**s

    def dpot_s(r, s=s):
        return -s * 50.0 * (0.1 / r)**s / r
    ratio = stopping(1000.0, pot_s, dpot_s) / stopping(10.0, pot_s, dpot_s)
    power_slope[s] = np.log(ratio) / np.log(100.0)
    assert abs(power_slope[s] - (1 - 2 / s)) < 1e-4


def slope(energy, z):
    p, d = screened(z)
    return np.log(stopping(1.05 * energy, p, d)
                  / stopping(energy / 1.05, p, d)) / (2 * np.log(1.05))


silicon = screened(14)
assert slope(10., 14) > slope(100., 14) > slope(1000., 14)
half_energy = {z: brentq(lambda e: slope(e, z) - 0.5, 1.0, 2000.0)
               for z in (6, 14)}


def made_full(energy):
    return DEPTH * N * stopping(energy, *silicon) / COST


A_COEF = made_full(E_REF) / np.sqrt(E_REF)

# ---------- thermal spike ----------
r, t, D = sp.symbols("r t D", positive=True)
kernel = (4 * sp.pi * D * t)**sp.Rational(-3, 2) * sp.exp(-r**2 / (4*D*t))
heat = sp.diff(kernel, t) - D / r**2 * sp.diff(r**2 * sp.diff(kernel, r), r)
assert sp.simplify(heat) == 0
assert sp.simplify(sp.integrate(4*sp.pi*r**2*kernel, (r, 0, sp.oo)) - 1) == 0

R_GRID = np.linspace(0.0, 3.0, 501)
LOG_T = np.linspace(np.log(1e-7), np.log(10.0), 701)
T_GRID = np.exp(LOG_T)


def spike(energy):
    """Jumps per spike, defects removed at most once, jumps at centre."""
    arg = np.minimum(R_GRID[:, None]**2 / (4 * DIFF * T_GRID), 600.0)
    inv_kt = 3*N/energy * (4*np.pi*DIFF*T_GRID)**1.5 * np.exp(arg)
    jumps = trapezoid(ATTEMPT * np.exp(-BARRIER * inv_kt) * T_GRID,
                      LOG_T, axis=1)
    shell = 4 * np.pi * R_GRID**2 * N
    return (trapezoid(shell * jumps, R_GRID),
            trapezoid(shell * (1 - np.exp(-jumps)), R_GRID), jumps[0])


SHAPE = 2 / 3 * gamma(5 / 3) * 0.6**1.5
KAPPA = (N * ATTEMPT * SHAPE / (4 * np.pi * DIFF)
         * (3 * N * BARRIER)**(-5 / 3))


def centre_jumps(energy):
    size = (energy / (3 * N * BARRIER))**(1 / 3)
    return ATTEMPT * size**2 * gamma(5 / 3) / (4 * np.pi * DIFF)


spikes = {e: spike(e) for e in (30., 100., 300., 1000.)}
for e, (total, removed, centre) in spikes.items():
    assert abs(total / (KAPPA * e**(5 / 3)) - 1) < 1e-3
    assert abs(centre / centre_jumps(e) - 1) < 1e-3
    assert 1 - centre / 2 < removed / total < 1


# ---------- balance in a growing film, resolved in depth ----------
def frozen(removal, mixing, cells=800):
    """Buried defect fraction for unit production, unit growth speed."""
    dx = 1 / cells
    mat = np.zeros((cells, cells))
    for i in range(cells):
        mat[i, i] += removal * dx + 1
        if i < cells - 1:
            mat[i, i] += mixing / dx
            mat[i, i + 1] -= mixing / dx
        if i > 0:
            mat[i, i] += mixing / dx
            mat[i, i - 1] -= 1 + mixing / dx
    return np.linalg.solve(mat, np.full(cells, dx))[-1]


for k in (0.3, 2.0, 6.0):
    assert abs(frozen(k, 1e4) * (1 + k) - 1) < 1e-3
    # first-order upwind differences: relative error of order k/cells
    assert abs(frozen(k, 0.0) * k / (1 - np.exp(-k)) - 1) < 1e-2
worst = minimize_scalar(lambda k: -(1 - np.exp(-k)) * (1 + k) / k,
                        bounds=(0.1, 10), method="bounded")

# ---------- stress of a clamped film by energy minimization ----------
ys, ps, free, exx, eyy, ezz = sp.symbols("Y nu e0 exx eyy ezz")
lame = ys * ps / ((1 + ps) * (1 - 2 * ps))
shear = ys / (2 * (1 + ps))
el = [exx - free, eyy - free, ezz - free]
dens = lame * sum(el)**2 / 2 + shear * sum(x**2 for x in el)
clamp = {exx: 0, eyy: 0}
normal = sp.solve(sp.diff(dens, ezz).subs(clamp), ezz)[0]
in_plane = sp.diff(dens, exx).subs(clamp).subs(ezz, normal)
assert sp.simplify(in_plane + ys * free / (1 - ps)) == 0


# ---------- Davis law and its consequences ----------
def fraction(energy, flux_ratio):
    return A_COEF*np.sqrt(energy) / (flux_ratio + KAPPA*energy**(5 / 3))


def stress(c):
    return -YOUNG * ETA * c / (3 * (1 - POISSON))


peak = {}
for q in (1.0, 10.0):
    best = minimize_scalar(lambda x: -fraction(np.exp(x), q),
                           bounds=(0, 10), method="bounded",
                           options={"xatol": 1e-9})
    e_best = (3 * q / (7 * KAPPA))**0.6
    assert abs(np.exp(best.x) / e_best - 1) < 1e-5
    assert abs(-best.fun / (0.7*A_COEF*np.sqrt(e_best)/q) - 1) < 1e-8
    peak[q] = (np.exp(best.x), -best.fun)
peak_power = np.log10(peak[10.0][1] / peak[1.0][1])
assert abs(peak_power + 0.7) < 1e-6
low = np.log(fraction(2e-3, 1) / fraction(1e-3, 1)) / np.log(2)
high = np.log(fraction(2e6, 1) / fraction(1e6, 1)) / np.log(2)
assert abs(low - 0.5) < 1e-4 and abs(high + 7 / 6) < 1e-4


def fraction_full(energy):
    return made_full(energy) / (1 + spike(energy)[1])


full = minimize_scalar(lambda e: -fraction_full(e), bounds=(20., 1000.),
                       method="bounded", options={"xatol": 1e-3})
for e in (30., 100., 300.):
    assert abs(fraction_full(e) / fraction(e, 1.0) - 1) < 0.25

# ---------- output ----------
print(f"Atom density {N:.0f} nm^-3; production depth {DEPTH} nm")
print(f"Energy per surviving defect {COST:.0f} eV; barrier {BARRIER} eV")
print(f"Attempt frequency {ATTEMPT:.0f} ps^-1; diffusivity {DIFF} nm^2/ps")
print(f"Y {YOUNG:.0f} GPa; nu {POISSON}; eta {ETA} (atomic volumes)")
for s, val in power_slope.items():
    print(f"Stopping exponent for r^-{s} repulsion: {val:.4f}")
for e in (10., 30., 100., 300., 1000.):
    print(f"Si local stopping exponent at {e:.0f} eV: {slope(e, 14):.3f}")
for z, e in half_energy.items():
    print(f"Energy where exponent is 1/2, Z={z}: {e:.1f} eV")
print(f"Si stopping at {E_REF:.0f} eV: {stopping(E_REF, *silicon):.3f} eV nm^2")
print(f"Production coefficient a: {A_COEF:.5f} eV^-1/2")
print(f"Spike shape number: {SHAPE:.5f}")
print(f"Spike coefficient kappa: {KAPPA:.4e} eV^-5/3")
for e in (30., 100., 300.):
    loss = DEPTH * N * stopping(e, *silicon) / e
    print(f"E={e:.0f} eV: fraction of energy lost in layer {loss:.3f}")
    print(f"  defects per ion: sqrt law {A_COEF*np.sqrt(e):.4f}, "
          f"full stopping {made_full(e):.4f}")
    print(f"  Davis, R/j=1: c {fraction(e, 1):.4f}, "
          f"stress {stress(fraction(e, 1)):.3f} GPa")
    print(f"  full stopping and saturated removal, R/j=1: "
          f"stress {stress(fraction_full(e)):.3f} GPa")
for e, (total, removed, centre) in spikes.items():
    print(f"Spike {e:.0f} eV: jumps {total:.4f}, removed/jumps "
          f"{removed/total:.4f}, centre jumps per site {centre:.4f}")
for q, (e, c) in peak.items():
    print(f"R/j={q:.0f}: optimum {e:.1f} eV, c {c:.5f}, "
          f"peak stress {stress(c):.3f} GPa")
print(f"Power of R/j in peak stress: {peak_power:.4f}")
print(f"Low- and high-energy exponents: {low:.4f}, {high:.4f}")
print(f"Full model, R/j=1: optimum {full.x:.1f} eV, "
      f"peak stress {stress(-full.fun):.3f} GPa")
print(f"Largest unmixed/mixed ratio {-worst.fun:.4f} at j n_r/R = "
      f"{worst.x:.3f}")
for m in (0.0, 0.1, 1.0, 1e4):
    print(f"Buried fraction, j n_r/R=2, mixing {m:g} (growth speed x "
          f"depth): {frozen(2.0, m):.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Atom density 50 nm^-3; production depth 0.2 nm
Energy per surviving defect 400 eV; barrier 3.0 eV
Attempt frequency 10 ps^-1; diffusivity 2.0 nm^2/ps
Y 100 GPa; nu 0.25; eta 1.0 (atomic volumes)
Stopping exponent for r^-3 repulsion: 0.3333
Stopping exponent for r^-4 repulsion: 0.5000
Stopping exponent for r^-6 repulsion: 0.6667
Si local stopping exponent at 10 eV: 0.598
Si local stopping exponent at 30 eV: 0.557
Si local stopping exponent at 100 eV: 0.494
Si local stopping exponent at 300 eV: 0.419
Si local stopping exponent at 1000 eV: 0.321
Energy where exponent is 1/2, Z=6: 13.8 eV
Energy where exponent is 1/2, Z=14: 91.0 eV
Si stopping at 100 eV: 1.919 eV nm^2
Production coefficient a: 0.00480 eV^-1/2
Spike shape number: 0.27971
Spike coefficient kappa: 2.1058e-04 eV^-5/3
E=30 eV: fraction of energy lost in layer 0.339
  defects per ion: sqrt law 0.0263, full stopping 0.0254
  Davis, R/j=1: c 0.0248, stress -1.101 GPa
  full stopping and saturated removal, R/j=1: stress -1.066 GPa
E=100 eV: fraction of energy lost in layer 0.192
  defects per ion: sqrt law 0.0480, full stopping 0.0480
  Davis, R/j=1: c 0.0330, stress -1.467 GPa
  full stopping and saturated removal, R/j=1: stress -1.481 GPa
E=300 eV: fraction of energy lost in layer 0.106
  defects per ion: sqrt law 0.0831, full stopping 0.0793
  Davis, R/j=1: c 0.0217, stress -0.964 GPa
  full stopping and saturated removal, R/j=1: stress -0.965 GPa
Spike 30 eV: jumps 0.0610, removed/jumps 0.9860, centre jumps per site 0.0591
Spike 100 eV: jumps 0.4537, removed/jumps 0.9691, centre jumps per site 0.1318
Spike 300 eV: jumps 2.8310, removed/jumps 0.9377, centre jumps per site 0.2741
Spike 1000 eV: jumps 21.0577, removed/jumps 0.8700, centre jumps per site 0.6117
R/j=1: optimum 96.6 eV, c 0.03301, peak stress -1.467 GPa
R/j=10: optimum 384.7 eV, c 0.00659, peak stress -0.293 GPa
Power of R/j in peak stress: -0.7000
Low- and high-energy exponents: 0.5000, -1.1667
Full model, R/j=1: optimum 98.7 eV, peak stress -1.481 GPa
Largest unmixed/mixed ratio 1.2984 at j n_r/R = 1.793
Buried fraction, j n_r/R=2, mixing 0 (growth speed x depth): 0.4322
Buried fraction, j n_r/R=2, mixing 0.1 (growth speed x depth): 0.4112
Buried fraction, j n_r/R=2, mixing 1 (growth speed x depth): 0.3603
Buried fraction, j n_r/R=2, mixing 10000 (growth speed x depth): 0.3333
ALL CHECKS PASSED
```
